# Thermionic injection from a metal into a low-k dielectric

A metal line touches a low-k interlayer dielectric across a flat interface. The barrier, measured from the metal Fermi level to the dielectric conduction-band edge, is \(\phi=1.2\) eV. The temperature is \(T=400\) K and the Richardson constant is \(A=120\) A/(cm² K²). In formulas \(\phi\) is an energy, \(e>0\) is the elementary charge, \(k\) is Boltzmann's constant, and currents are given as positive magnitudes.

## (a) The emission law

**Question.** Treat the metal as a free-electron gas of mass \(m\), and give the dielectric the same mass. Every electron with enough normal energy passes and no other does. Derive the one-way current density for \(\phi\gg kT\), with its first statistical correction.

**Answer.** Let \(x\) point from the metal into the dielectric. With two spin states there are \(2\,d^3p/h^3\) states per unit volume, each occupied with the Fermi probability \(f\). Those moving towards the interface carry

\[
J=\frac{2e}{h^3}\int v_x f\,d^3p .
\]

Let \(W=p_x^2/2m-E_F\) be the normal energy above the Fermi level, where \(E_F\) is counted from the band bottom. Then \(v_x\,dp_x=(p_x/m)\,dp_x=dW\), and an electron passes if \(W>\phi\). For the transverse motion let \(\epsilon=p_t^2/2m\), so that \(dp_y\,dp_z\to 2\pi p_t\,dp_t=2\pi m\,d\epsilon\). Hence

\[
J=\frac{4\pi em}{h^3}\int_\phi^\infty dW\int_0^\infty\frac{d\epsilon}{1+e^{(W+\epsilon)/kT}} .
\]

The inner integrand is \(-kT\,\frac{d}{d\epsilon}\ln\left(1+e^{-(W+\epsilon)/kT}\right)\), and the logarithm vanishes at the upper limit. Therefore

\[
J=\frac{4\pi emkT}{h^3}\int_\phi^\infty \ln\left(1+e^{-W/kT}\right)dW .
\]

Since \(W\ge\phi\gg kT\), the exponential is small and \(\ln(1+y)\approx y-y^2/2\). The two terms integrate to \(kT\,e^{-\phi/kT}\) and \(-\tfrac14 kT\,e^{-2\phi/kT}\), so

\[
J\approx AT^2e^{-\phi/kT}\left(1-\tfrac14e^{-\phi/kT}\right),\qquad A=\frac{4\pi emk^2}{h^3}.
\]

The constants of nature give \(A=120.17\) A/(cm² K²), which the question rounds to 120. The Fermi energy has dropped out.

This is the current leaving the metal. At zero bias an equal current returns from the dielectric and the net current is zero. The formula gives the net current when a field removes the injected electrons promptly, a condition examined in part (f).

## (b) The number and its sensitivity

**Question.** Evaluate \(J\). How does it respond to a small change of temperature, and to a barrier lower by 0.1 eV?

**Answer.** At 400 K, \(kT=0.034469\) eV, so

\[
\frac{\phi}{kT}=\frac{1.2}{0.034469}=34.81,\qquad e^{-\phi/kT}=7.597\times10^{-16}.
\]

The prefactor is \(AT^2=120\times400^2=1.920\times10^7\) A/cm². Thus

\[
J=1.920\times10^7\times7.597\times10^{-16}
=1.46\times10^{-8}\ \text{A/cm}^2,
\]

or \(1.46\times10^{-4}\) A/m². To two figures this is \(1.5\times10^{-8}\) A/cm². The statistical correction is \(-1.9\times10^{-16}\) relative to \(J\), and is negligible.

For the temperature, take the logarithm, \(\ln J=\ln A+2\ln T-\phi/kT\), and differentiate at fixed \(\phi\):

\[
\frac{d\ln J}{dT}=\frac2T+\frac{\phi}{kT^2}
=\frac{2+34.81}{400\ \text{K}}=0.092\ \text{K}^{-1}.
\]

One kelvin changes the current by about 9%. At fixed temperature, a barrier lower by 0.1 eV multiplies it by \(e^{0.1/0.034469}=18\). The barrier must therefore be known well before the third digit of \(A\) matters.

## (c) A lighter electron in the dielectric

**Question.** The dielectric mass is now \(m^*=0.5\,m\), and transverse momentum is conserved at the interface. What becomes of \(J\)?

**Answer.** Let \(U\) be the total energy above the Fermi level. In the dielectric an electron with transverse momentum \(p_t\) needs the energy \(p_t^2/2m^*\) for its transverse motion, so it enters only if

\[
U>\phi+\frac{p_t^2}{2m^*} .
\]

At fixed \(p_t\) we still have \(v_x\,dp_x=dU\) in the metal. With \(f\approx e^{-U/kT}\),

\[
J=\frac{2e}{h^3}\int_0^\infty2\pi p_t\,dp_t\int_{\phi+p_t^2/2m^*}^\infty e^{-U/kT}dU .
\]

The inner integral is \(kT\,e^{-\phi/kT}e^{-p_t^2/2m^*kT}\). The remaining one is \(2\pi\int_0^\infty p_t\,e^{-p_t^2/2m^*kT}dp_t=2\pi m^*kT\). Hence

\[
J=\frac{4\pi em^*(kT)^2}{h^3}e^{-\phi/kT}=\frac{m^*}{m}AT^2e^{-\phi/kT}.
\]

All the required metal states exist when \(m^*<m\), because then

\[
\frac{p_x^2}{2m}=E_F+U-\frac{p_t^2}{2m}>E_F+\phi+\frac{p_t^2}{2}\left(\frac1{m^*}-\frac1m\right)>0 .
\]

The current halves to \(7.3\times10^{-9}\) A/cm². Some electrons that could pass in part (a) now lack the energy for their transverse motion in the dielectric.

Direct integration over the metal momenta, for Fermi energies of 5 and 7 eV and mass ratios 1 and 0.5, agrees with this law to one part in \(10^7\) when the unrounded \(A\) is used.

## (d) Lowering of the barrier by a field

**Question.** A field \(F=1\) MV/cm pulls electrons into the dielectric. The relative permittivity for the image force is 2.0. Find the lowered barrier and the new current, with free mass and no tunnelling.

**Answer.** An electron at distance \(x\) from the metal is attracted by an image charge \(+e\) at distance \(2x\). The force is \(e^2/[4\pi\varepsilon(2x)^2]=e^2/(16\pi\varepsilon x^2)\), where \(\varepsilon\) is the absolute permittivity. The work to remove the electron from \(x\) to infinity is \(e^2/(16\pi\varepsilon x)\), so its potential energy is

\[
V(x)=\phi-eFx-\frac{e^2}{16\pi\varepsilon x}.
\]

At the maximum \(dV/dx=-eF+e^2/(16\pi\varepsilon x^2)=0\), which gives

\[
x_m=\sqrt{\frac{e}{16\pi\varepsilon F}} .
\]

There the image term equals \(eFx_m\), so the total lowering is

\[
\Delta\phi=2eFx_m=\sqrt{\frac{e^3F}{4\pi\varepsilon}} .
\]

In convenient units \(F=0.1\) V/nm, and \(x_m=1.34\) nm. This gives \(\Delta\phi=2\times0.1\times1.34=0.268\) eV and a barrier of 0.932 eV. The current grows by

\[
e^{\Delta\phi/kT}=e^{0.2683/0.034469}\approx2.4\times10^3,
\]

to \(3.5\times10^{-5}\) A/cm². The value in part (b) is therefore the limit of small lowering, \(\Delta\phi\ll kT\), and not the injection current at 1 MV/cm.

The permittivity 2.0 assumes that only the electronic polarisation follows the passing electron. A larger permittivity would reduce \(\Delta\phi\).

## (e) Tunnelling below the barrier top

**Question.** Estimate the tunnelling current relative to the current over the lowered barrier, for dielectric masses \(m\) and \(0.5\,m\). Assume that the film is thick enough to contain the whole barrier.

**Answer.** Inside the barrier the wave decays at the local rate \(\sqrt{2m^*(V-W)}/\hbar\). In the WKB approximation, squaring the amplitude gives

\[
D(W)\approx e^{-2K},\qquad K=\frac1\hbar\int_{x_1}^{x_2}\sqrt{2m^*\,[V(x)-W]}\;dx,
\]

with \(V=W\) at the turning points \(x_1,x_2\). For a lighter dielectric mass, \(W\) means \(U-p_t^2/2m^*\), the energy left for normal motion in the dielectric. The transverse integral of part (a) then has \(m^*\) in place of \(m\). This factor appears in both currents and cancels in their ratio:

\[
R=\frac{\int_{W<\phi-\Delta\phi}D(W)\ln\left(1+e^{-W/kT}\right)dW}{kT\,e^{-(\phi-\Delta\phi)/kT}} .
\]

Numerical integration gives \(R\approx0.9\) for the free mass and \(R\approx1.8\) for half of it. Less than one thousandth of each tunnelling current starts below the Fermi level, so this is thermally assisted tunnelling.

If every electron above the top passes, the total current is \(1+R\) times the over-barrier current for the same mass. Relative to the free-mass current of part (d), the totals are about \(1.9\) and \(0.5\times2.8=1.4\). With the lighter mass the current over the top is halved. In this estimate the tunnelling current stays about the same, \(0.5\times1.8=0.9\) against \(0.9\), because the higher WKB transmission makes up for the smaller transverse factor \(m^*/m\).

These are estimates of size. For a smooth barrier \(V_0/\cosh^2(x/a)\) with \(V_0=1.2\) eV, \(a=1\) nm, electron energy 0.6 eV and free mass, a numerical solution of the Schrödinger equation gives 1.15 times the WKB transmission. That energy lies well below the top. Close to the top the simple exponential is less reliable, since it reaches 1 there and ignores reflection, whereas a parabolic top transmits only one half. Most of the current passes close to the top, and the uniform form \(D=1/(1+e^{2K})\), continued above the top, already lowers the totals from 1.9 and 1.4 to about 1.5 and 1.1. The image potential is also very steep next to the metal, where WKB fails and electrons of any energy can be reflected. How much this lowers the currents depends on how the image potential is joined to the metal. Solving the Schrödinger equation with the image potential cut off at the metal band bottom (\(E_F=5\) to 7 eV), or abruptly at 0.1 to 0.2 nm, gives totals of about 0.7 to 1.4 for the free mass and about 0.5 to 0.6 for half of it, in units of the current of part (d). The values 1.9 and 1.4 are therefore too high, for the lighter mass by a factor of 2.5 to 3, and the near equality of the two tunnelling currents should not be taken as a physical result.

## (f) When the dielectric cannot carry the electrons away

**Question.** Electrons drift in the dielectric with mobility \(\mu=0.01\) cm²/(V s), an assumed round value. How does this change the current of part (d)? Keep the field and the free mass fixed, and omit tunnelling.

**Answer.** Let \(n\) be the electron density at the barrier top and \(n_{eq}\) its value in equilibrium with the metal. For a Maxwell distribution the one-way flux back to the metal is

\[
n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}=nv_R,\qquad v_R=\sqrt{\frac{kT}{2\pi m}} .
\]

In equilibrium emission and return balance, so the emitted current is \(J_0=en_{eq}v_R\). Away from equilibrium the net current is \(ev_R(n_{eq}-n)\). Beyond the top, take a uniform field and a uniform density, so that there is no diffusion and the current is \(env_d\) with \(v_d=\mu F\). In the steady state the two are equal:

\[
v_R(n_{eq}-n)=nv_d\quad\Rightarrow\quad n=\frac{v_R}{v_R+v_d}\,n_{eq},
\qquad J=env_d=J_0\,\frac{v_d}{v_R+v_d}.
\]

If \(v_d\gg v_R\), emission controls the current and \(J\to J_0\). If \(v_d\ll v_R\), then \(J\to en_{eq}\mu F\): most injected electrons return to the metal.

Here \(v_R=3.11\times10^6\) cm/s and \(v_d=0.01\times10^6=10^4\) cm/s. The factor is \(3.2\times10^{-3}\), and the current falls from \(3.5\times10^{-5}\) to \(1.1\times10^{-7}\) A/cm². The two speeds would be equal at a mobility of 3.1 cm²/(V s).

The last current is a rough guide. The field is zero at the top of the image-rounded barrier and reaches \(F\) only some distance beyond it, so electrons must first diffuse away from the top. The uniform-field factor is therefore too large, by about two to four times here. A scattering time \(\mu m/e\) at this mobility gives a mean free path far below an atomic spacing, so the picture of free flight over the barrier top, also used in part (e), is no longer justified. Such a slow electron also takes about \(10^{-11}\) s to cross the distance \(x_m\), far longer than a bond vibration, so the static permittivity rather than 2.0 should set the image force. For values of 2.5 and 3.0 the lowering is 0.240 and 0.219 eV, and the current is smaller by a further factor of about 2 and 4.

## (g) Comparison with a real film

**Question.** Can the answer to part (b) serve as a leakage prediction for an organosilicate low-k film?

**Answer.** It cannot. As rough typical values, leakage fits for such films give effective barriers near 1 eV, and the optical permittivity is near 2. An effective barrier of this kind need not be the clean band offset, which can be several eV for a silica-like insulator. A field of 1 MV/cm and a temperature of 400 K suit an electrical stress test better than mild operation. Of the corrections calculated in parts (c) to (f), the barrier lowering is the largest at that field for the permittivity 2.0, a factor of about 2400; for a permittivity of 3.0 it would be about 600. An error of several tenths of an eV in the barrier itself would matter as much or more. Slow transport acts the other way, by a factor of about 300 at the assumed mobility in the uniform-field estimate, and by a factor two to four times larger for the rounded barrier. Traps, interface roughness and breakdown are left out, and conduction through traps may control the measured leakage. The numerical output below lists the values used.

## Calculated quantities

```
Richardson constant, given: 120 A/(cm^2 K^2)
Richardson constant, free electron: 120.17 A/(cm^2 K^2)
Barrier: 1.20 eV
Temperature: 400 K
kT: 0.034469 eV
phi/kT: 34.8136 (no unit)
exp(-phi/kT): 7.5974e-16 (no unit)
A T^2: 1.920e+07 A/cm^2
Thermionic current density J: 1.459e-08 A/cm^2
The same J: 1.459e-04 A/m^2
Relative Fermi-Dirac correction: -1.9e-16 (no unit)
Relative change of J with T: 9.20 %/K
Barrier change for a factor 10: 0.0794 eV
Factor in J for 0.1 eV lower barrier: 18.2
Dielectric mass / free mass: 0.50 (no unit)
J with this mass, no field: 7.29e-09 A/cm^2
Field for estimates: 1.0 MV/cm
Relative optical permittivity: 2.0 (no unit)
Image-force lowering: 0.2683 eV
Distance of barrier top from metal: 1.34 nm
Lowered barrier: 0.9317 eV
Factor in J from lowering: 2403 (no unit)
J with lowering, free mass: 3.51e-05 A/cm^2
Tunnel/over-barrier current, free mass: 0.90
Tunnel/over-barrier current, light mass: 1.84
Test barrier, Schroedinger/WKB transmission: 1.15
Crossing velocity v_R, free mass: 3.11e+06 cm/s
Mobility at which drift equals v_R: 3.11 cm^2/(V s)
Assumed mobility: 0.01 cm^2/(V s)
Drift velocity: 1.00e+04 cm/s
Factor in J from slow drift: 3.21e-03 (no unit)
J with lowering and slow drift: 1.12e-07 A/cm^2
```
